**Chemical donors versus free electrons: clusters, precipitates and compensation**

The program tests the balance n = C − N_inactive − (j+q)X, where C is the chemical donor concentration, n the electron density, N_inactive the donor atoms in neutral clusters or precipitates, and X the density of complexes holding j donors with charge −q. It asserts that the clustering and solubility laws agree with explicit canonical sums over a small box to within 0.3%, the allowance made for site blocking. It also asserts the active-dose formula for a Gaussian implant against quadrature, and its marginal return against a finite difference. The compensation results, for j = q = 1, are compared with a numerical solution of charge neutrality that includes Fermi–Dirac electrons, holes and a deep acceptor level. For the round model parameters used, 25% of 5×10²⁰ cm⁻³ donors are active after equilibration at 1300 K, and 9.6% after equilibration at 1000 K. In the precipitate model, doubling a 5×10¹⁵ cm⁻² dose raises the active dose by 10%. With 10²⁰ cm⁻³ donors, 3×10¹⁹ cm⁻³ compensating complexes leave 4×10¹⁹ cm⁻³ electrons, while 6×10¹⁹ cm⁻³ leave about 9×10¹¹ cm⁻³.

## Check in Python

```python
# Result under test: chemical donor concentration C is not electron density n.
#   n = C - N_inactive - (j+q) X   (while positive and well above intrinsic)
# N_inactive: donor atoms in neutral clusters or precipitates.
# X: complexes, each holding j donors and carrying charge -q (here j=q=1).
# s: isolated ionized donors; m: donors per neutral cluster.
# Clustering at anneal: C = s + m K s^(2m); precipitation: s = min(C, S).
# Concentrations in cm^-3, energies in eV, temperatures in K, lengths in cm.
# All material parameters are round model values.
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.optimize import brentq
from scipy.special import gammaln, erfc, expit

KB = k_joule / charge
SITES = 5e22
T_HOT, T_COOL, T_ROOM = 1300.0, 1000.0, 300.0
NC_HOT = 5e20
M = 3
E_CLUSTER = 1.8
E_PRECIP = 0.90
GAP = 1.1
BOX = 1e-16


def band_states(T):
    return NC_HOT * (T / T_HOT) ** 1.5


def cluster_constant(T):
    return (SITES ** (1 - M) * band_states(T) ** (-M)
            * np.exp(E_CLUSTER / (KB * T)))


def crossover(T):
    return (M * cluster_constant(T)) ** (-1 / (2 * M - 1))


def active_mass_action(C, T):
    K = cluster_constant(T)
    return C * brentq(lambda f: f + M * K * (f * C) ** (2 * M) / C - 1,
                      0, 1, xtol=1e-14)


def log_isolated_weight(s, T):
    """Log number of states of s donor ions on sites and s band electrons."""
    sites = SITES * BOX
    ions = gammaln(sites + 1) - gammaln(s + 1) - gammaln(sites - s + 1)
    electrons = s * np.log(band_states(T) * BOX) - gammaln(s + 1)
    return ions + electrons


def weighted_mean(values, log_weights):
    w = np.exp(log_weights - log_weights.max())
    return np.sum(w * values) / np.sum(w)


def active_cluster_sum(C, T):
    """Canonical average over every possible number of clusters in the box."""
    donors = int(round(C * BOX))
    clusters = np.arange(donors // M + 1, dtype=float)
    s = donors - M * clusters
    logw = (log_isolated_weight(s, T) + clusters * np.log(SITES * BOX)
            - gammaln(clusters + 1) + clusters * E_CLUSTER / (KB * T))
    return weighted_mean(s, logw) / BOX


def active_precipitate_sum(C, T):
    """Canonical average over every division between solution and precipitate."""
    donors = int(round(C * BOX))
    s = np.arange(donors + 1, dtype=float)
    logw = log_isolated_weight(s, T) + (donors - s) * E_PRECIP / (KB * T)
    return weighted_mean(s, logw) / BOX


def fermi_density_ratio(eta):
    """Electron density divided by effective density of states."""
    t = np.linspace(0, np.sqrt(max(eta, 0) + 40), 3001)
    return 4 / np.sqrt(np.pi) * np.trapezoid(t * t * expit(eta - t * t), t) \
        if hasattr(np, "trapezoid") else \
        4 / np.sqrt(np.pi) * np.trapz(t * t * expit(eta - t * t), t)


def integrate(y, x):
    return np.sum((y[1:] + y[:-1]) * np.diff(x)) / 2


# Clustering law against explicit canonical sums
test_C = [1e19, 1e20, 5e20, 1e21]
hot = [active_mass_action(C, T_HOT) for C in test_C]
for T in (T_HOT, T_COOL):
    for C in test_C:
        # finite site blocking, absent from the dilute law, is below 0.3 %
        assert abs(active_cluster_sum(C, T) / active_mass_action(C, T) - 1) < 3e-3
cool = active_mass_action(5e20, T_COOL)
assert active_cluster_sum(5e20, T_COOL) < 0.5 * active_cluster_sum(5e20, T_HOT)

# Logarithmic slope from the canonical sums
C_high = 1e21
y = (hot[-1] / crossover(T_HOT)) ** (2 * M - 1)
slope = (1 + y) / (1 + 2 * M * y)
slope_sum = (np.log(active_cluster_sum(1.02 * C_high, T_HOT)
                    / active_cluster_sum(0.98 * C_high, T_HOT))
             / np.log(1.02 / 0.98))
assert abs(slope_sum / slope - 1) < 0.015

# Effect of the two approximations for electrons during the anneal
ni_hot = NC_HOT * np.exp(-GAP / (2 * KB * T_HOT))
K_hot = cluster_constant(T_HOT)
for C, s_simple in zip(test_C, hot):
    def with_holes(f):
        s = f * C
        n = s / 2 + np.sqrt(s * s / 4 + ni_hot ** 2)
        return f + M * K_hot * (s * n) ** M / C - 1
    assert abs(brentq(with_holes, 0, 1) * C / s_simple - 1) < 5e-3


def active_degenerate(C):
    def balance(eta):
        s = NC_HOT * fermi_density_ratio(eta)
        return s + M * K_hot * (s * NC_HOT * np.exp(eta)) ** M - C
    return NC_HOT * fermi_density_ratio(brentq(balance, -12, 3))


degenerate = [active_degenerate(C) for C in (5e20, 1e21)]
assert all(abs(a / b - 1) < 0.08 for a, b in zip(degenerate, hot[2:]))

# Solubility law against explicit canonical sums
S = np.sqrt(SITES * NC_HOT) * np.exp(-E_PRECIP / (2 * KB * T_HOT))
precip_sums = {C: active_precipitate_sum(C, T_HOT) for C in (5e19, 2e20, 1e21)}
for C, result in precip_sums.items():
    assert abs(result / min(C, S) - 1) < 3e-3

# Active dose of a Gaussian profile lying wholly inside the crystal
SIGMA = 2e-6
DOSE = 5e15
depth = np.linspace(-10 * SIGMA, 10 * SIGMA, 200001)


def peak(Q):
    return Q / (SIGMA * np.sqrt(2 * np.pi))


def half_width(Q):
    return SIGMA * np.sqrt(2 * np.log(peak(Q) / S))


def tail_fraction(Q):
    return erfc(half_width(Q) / (np.sqrt(2) * SIGMA))


def active_dose(Q):
    return 2 * S * half_width(Q) + Q * tail_fraction(Q)


def active_dose_quadrature(Q):
    profile = peak(Q) * np.exp(-depth ** 2 / (2 * SIGMA ** 2))
    return integrate(np.minimum(profile, S), depth)


for Q in (DOSE, 2 * DOSE):
    assert abs(active_dose_quadrature(Q) / active_dose(Q) - 1) < 1e-6
marginal = (active_dose_quadrature(1.001 * DOSE)
            - active_dose_quadrature(0.999 * DOSE)) / (0.002 * DOSE)
assert abs(marginal / tail_fraction(DOSE) - 1) < 1e-3

# Compensation from full charge neutrality at room temperature
DEPTH = 0.5
G = 2.0
C_COMP = 1e20
KT = KB * T_ROOM
NC_ROOM = band_states(T_ROOM)


def neutrality_solution(s, X):
    """Return electron density and density of negatively charged complexes."""
    def parts(eta):
        n = NC_ROOM * fermi_density_ratio(eta)
        p = NC_ROOM * fermi_density_ratio(-GAP / KT - eta)
        negative = X / (1 + G * np.exp(-DEPTH / KT - eta))
        return n, p, negative

    def net_charge(eta):
        n, p, negative = parts(eta)
        return (s + p - n - negative) / C_COMP
    eta = brentq(net_charge, -GAP / KT, 20, xtol=1e-12)
    n, p, negative = parts(eta)
    return n, negative


X_PART, X_OVER = 3e19, 6e19
s_part, s_over = C_COMP - X_PART, C_COMP - X_OVER
n_part, neg_part = neutrality_solution(s_part, X_PART)
n_over, neg_over = neutrality_solution(s_over, X_OVER)
assert abs(n_part / (C_COMP - 2 * X_PART) - 1) < 1e-5
n_over_formula = G * NC_ROOM * np.exp(-DEPTH / KT) * s_over / (X_OVER - s_over)
assert abs(n_over / n_over_formula - 1) < 1e-3

# Neutral capture: same number of atoms, then the same electron density
n_neutral_same_atoms, _ = neutrality_solution(C_COMP - X_PART, 0)
assert abs(n_neutral_same_atoms / (C_COMP - X_PART) - 1) < 1e-5
inactive_equal_n = 2 * X_PART
s_equal_n = C_COMP - inactive_equal_n
n_equal, neg_equal = neutrality_solution(s_equal_n, 0)
assert abs(n_equal / n_part - 1) < 1e-5
charged_complex = s_part + neg_part
charged_neutral = s_equal_n + neg_equal
assert abs(charged_complex / C_COMP - 1) < 1e-5
assert abs(charged_neutral / n_equal - 1) < 1e-5

print("CLUSTER MODEL")
print(f"Site density: {SITES:.2e} cm^-3")
print(f"Band states at {T_HOT:.0f} K: {NC_HOT:.2e} cm^-3")
print(f"Donors per cluster: {M}; binding energy: {E_CLUSTER:.2f} eV")
print(f"Thermal energy at {T_HOT:.0f} K: {KB*T_HOT:.4f} eV")
print(f"Crossover at {T_HOT:.0f} K: {crossover(T_HOT):.3e} cm^-3")
print(f"Crossover at {T_COOL:.0f} K: {crossover(T_COOL):.3e} cm^-3")
for C, s in zip(test_C, hot):
    print(f"C={C:.1e} cm^-3: active {s:.3e} cm^-3, {100*s/C:.2f} %")
print(f"Canonical sum at C=5e20: {active_cluster_sum(5e20,T_HOT):.3e} cm^-3")
print(f"Clusters at C=5e20: {(5e20-hot[2])/M:.3e} cm^-3")
print(f"Active at C=5e20 after {T_COOL:.0f} K: {cool:.3e} cm^-3")
print(f"Active fraction after {T_COOL:.0f} K: {100*cool/5e20:.2f} %")
print(f"Clustered/isolated atom ratio y at C=1e21: {y:.3f}")
print(f"Log slope at C=1e21: formula {slope:.4f}, sum {slope_sum:.4f}")
print(f"High-concentration slope limit: {1/(2*M):.4f}")
print(f"Intrinsic density at {T_HOT:.0f} K: {ni_hot:.2e} cm^-3")
for C, s in zip((5e20, 1e21), degenerate):
    print(f"Fermi-Dirac anneal, C={C:.0e}: active {s:.3e} cm^-3")
print("PRECIPITATE MODEL")
print(f"Precipitation energy per donor-electron pair: {E_PRECIP:.2f} eV")
print(f"Solubility S at {T_HOT:.0f} K: {S:.3e} cm^-3")
for C, s in precip_sums.items():
    print(f"Canonical sum, C={C:.0e}: dissolved {s:.3e} cm^-3")
print(f"Gaussian width sigma: {SIGMA*1e7:.1f} nm")
for Q in (DOSE, 2 * DOSE):
    print(f"Dose {Q:.1e} cm^-2: peak {peak(Q):.3e} cm^-3")
    print(f"  clamped half-width a: {half_width(Q)*1e7:.2f} nm")
    print(f"  active {active_dose(Q):.3e} cm^-2, {100*active_dose(Q)/Q:.2f} %")
    print(f"  inactive dose: {Q-active_dose(Q):.3e} cm^-2")
print(f"Marginal active fraction at first dose: {100*tail_fraction(DOSE):.2f} %")
gain = active_dose(2 * DOSE) / active_dose(DOSE) - 1
print(f"Active-dose gain on doubling dose: {100*gain:.2f} %")
print("COMPENSATION MODEL")
print(f"Temperature {T_ROOM:.0f} K; gap {GAP:.2f} eV; level depth {DEPTH:.2f} eV")
print(f"Band states: {NC_ROOM:.3e} cm^-3; degeneracy ratio g: {G:.0f}")
print(f"Chemical donors C: {C_COMP:.2e} cm^-3")
print(f"X={X_PART:.1e}: isolated {s_part:.2e}, electrons {n_part:.3e} cm^-3")
print(f"Same atoms in neutral clusters: n={n_neutral_same_atoms:.3e} cm^-3")
print(f"Neutral-clustered atoms for equal n: {inactive_equal_n:.2e} cm^-3")
print(f"Charged centres, complexes: {charged_complex:.3e} cm^-3")
print(f"Charged centres, neutral clusters: {charged_neutral:.3e} cm^-3")
print(f"X={X_OVER:.1e}: isolated {s_over:.2e}, electrons {n_over:.3e} cm^-3")
print(f"Overcompensated n from formula: {n_over_formula:.3e} cm^-3")
print("every check passed")
```

Running it gives:

```
CLUSTER MODEL
Site density: 5.00e+22 cm^-3
Band states at 1300 K: 5.00e+20 cm^-3
Donors per cluster: 3; binding energy: 1.80 eV
Thermal energy at 1300 K: 0.1120 eV
Crossover at 1300 K: 1.018e+20 cm^-3
Crossover at 1000 K: 3.067e+19 cm^-3
C=1.0e+19 cm^-3: active 1.000e+19 cm^-3, 100.00 %
C=1.0e+20 cm^-3: active 7.855e+19 cm^-3, 78.55 %
C=5.0e+20 cm^-3: active 1.265e+20 cm^-3, 25.29 %
C=1.0e+21 cm^-3: active 1.452e+20 cm^-3, 14.52 %
Canonical sum at C=5e20: 1.263e+20 cm^-3
Clusters at C=5e20: 1.245e+20 cm^-3
Active at C=5e20 after 1000 K: 4.802e+19 cm^-3
Active fraction after 1000 K: 9.60 %
Clustered/isolated atom ratio y at C=1e21: 5.888
Log slope at C=1e21: formula 0.1896, sum 0.1893
High-concentration slope limit: 0.1667
Intrinsic density at 1300 K: 3.69e+18 cm^-3
Fermi-Dirac anneal, C=5e+20: active 1.214e+20 cm^-3
Fermi-Dirac anneal, C=1e+21: active 1.385e+20 cm^-3
PRECIPITATE MODEL
Precipitation energy per donor-electron pair: 0.90 eV
Solubility S at 1300 K: 9.004e+19 cm^-3
Canonical sum, C=5e+19: dissolved 5.000e+19 cm^-3
Canonical sum, C=2e+20: dissolved 8.996e+19 cm^-3
Canonical sum, C=1e+21: dissolved 8.996e+19 cm^-3
Gaussian width sigma: 20.0 nm
Dose 5.0e+15 cm^-2: peak 9.974e+20 cm^-3
  clamped half-width a: 43.86 nm
  active 9.314e+14 cm^-2, 18.63 %
  inactive dose: 4.069e+15 cm^-2
Dose 1.0e+16 cm^-2: peak 1.995e+21 cm^-3
  clamped half-width a: 49.78 nm
  active 1.025e+15 cm^-2, 10.25 %
  inactive dose: 8.975e+15 cm^-2
Marginal active fraction at first dose: 2.83 %
Active-dose gain on doubling dose: 10.00 %
COMPENSATION MODEL
Temperature 300 K; gap 1.10 eV; level depth 0.50 eV
Band states: 5.543e+19 cm^-3; degeneracy ratio g: 2
Chemical donors C: 1.00e+20 cm^-3
X=3.0e+19: isolated 7.00e+19, electrons 4.000e+19 cm^-3
Same atoms in neutral clusters: n=7.000e+19 cm^-3
Neutral-clustered atoms for equal n: 6.00e+19 cm^-3
Charged centres, complexes: 1.000e+20 cm^-3
Charged centres, neutral clusters: 4.000e+19 cm^-3
X=6.0e+19: isolated 4.00e+19, electrons 8.834e+11 cm^-3
Overcompensated n from formula: 8.834e+11 cm^-3
every check passed
```
